# Diffusion-limited interstitial flux from an end-of-range layer to the surface: verification in Python

```python
"""
Result under test: a buried defect layer at depth d that holds the excess
interstitial concentration at c_L sends the steady flux J = D*c_L/d to a
perfectly absorbing surface (excess concentration zero there).
Symbols: D diffusivity (nm^2/s); c_L excess concentration at the layer (nm^-3);
N0 interstitials stored in the layer per area (nm^-2); s surface absorption
velocity and kappa layer exchange velocity (nm/s); lambda trap length (nm).
The formulas are compared with a finite-volume model of surface, layer and
substrate, propagated in time, and with a hopping chain of lattice planes.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, solve

D = 1.0e6
C_LAYER = 1.0e-6
N0 = 1.0
DEPTH = 100.0
DEPTHS = np.array([50.0, 100.0, 200.0, 400.0])
SURFACE_LENGTH = 3.0      # D/s in nm
LAYER_LENGTH = 2.0        # D/kappa in nm
TRAP_LENGTH = 200.0       # nm
PLANE_SPACING = 0.25      # nm
FAST = 1.0e8              # nm/s, nearly ideal exchange (D/FAST = 0.01 nm)


class Substrate:
    """Finite volumes: 1 nm steps down to the layer, growing steps below it.
    The back plane reflects; the layer exchanges with its own node."""

    def __init__(self, depth, back, surface_v=FAST, layer_v=FAST, trap_rate=0.0):
        nodes = list(np.linspace(0.0, depth, int(round(depth)) + 1))
        self.layer = len(nodes) - 1
        step = 1.0
        while nodes[-1] < back:
            nodes.append(nodes[-1] + step)
            step *= 1.05
        self.gaps = np.diff(nodes)
        n = len(nodes)
        self.volume = np.zeros(n)
        self.volume[:-1] += self.gaps / 2
        self.volume[1:] += self.gaps / 2
        matrix = np.diag(trap_rate * self.volume)
        for i, gap in enumerate(self.gaps):
            matrix[i, i] += D / gap
            matrix[i + 1, i + 1] += D / gap
            matrix[i, i + 1] -= D / gap
            matrix[i + 1, i] -= D / gap
        matrix[0, 0] += surface_v
        matrix[self.layer, self.layer] += layer_v
        self.matrix = matrix
        self.surface_v = surface_v
        self.source = np.zeros(n)
        self.source[self.layer] = layer_v * C_LAYER
        self.root = np.sqrt(self.volume)
        self.rates, self.modes = eigh(matrix / np.outer(self.root, self.root))
        self.steady = solve(matrix, self.source)

    def profile(self, time, start=None):
        initial = np.zeros(len(self.volume)) if start is None else start
        amplitudes = self.modes.T @ (self.root * (initial - self.steady))
        decayed = self.modes @ (np.exp(-self.rates * time) * amplitudes)
        return self.steady + decayed / self.root

    def surface_flux(self, time, start=None):
        return self.surface_v * self.profile(time, start)[0]

    def deep_flux(self, time):
        c = self.profile(time)
        k = self.layer
        return D * (c[k] - c[k + 1]) / self.gaps[k]

    def arrived(self, time):
        """Amount absorbed by the surface up to this time, initially empty."""
        gain = self.source * time - self.volume * self.profile(time)
        return self.surface_v * solve(self.matrix, gain)[0]

    def emitted(self, time):
        return self.arrived(time) + self.volume @ self.profile(time)


def ideal_flux(depth):
    return D * C_LAYER / depth


def transient_flux(depth, time):
    n = np.arange(1, 60)
    terms = (-1.0) ** n * np.exp(-n**2 * np.pi**2 * D * time / depth**2)
    return ideal_flux(depth) * (1 + 2 * terms.sum())


def dissolution_time(depth, stored):
    ratio = stored / (C_LAYER * depth)
    root = -1 / np.sqrt(np.pi) + np.sqrt(1 / np.pi + ratio - 1 / 3)
    return root**2 * depth**2 / D


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


unit_time = DEPTH**2 / D
thick = Substrate(DEPTH, 1500 * DEPTH)

# Approach to the steady flux; tolerance covers grid and 0.01 nm end lengths.
for scaled in (0.05, 0.1, 0.3, 1.0):
    t = scaled * unit_time
    error = thick.surface_flux(t) - transient_flux(DEPTH, t)
    assert abs(error) < 1e-3 * ideal_flux(DEPTH)
time99 = np.log(200) / np.pi**2 * unit_time
fraction99 = thick.surface_flux(time99) / ideal_flux(DEPTH)
assert abs(fraction99 - 0.99) < 1e-3

# Delay of the arrived amount, and uptake by the deep side.
t = 2 * unit_time
delay = t - thick.arrived(t) / ideal_flux(DEPTH)
assert close(delay, unit_time / 6, 1e-2)
for scaled in (1.0, 10.0, 100.0):
    t = scaled * unit_time
    assert close(thick.deep_flux(t), C_LAYER * np.sqrt(D / (np.pi * t)), 3e-3)

# Depth law on a grid and with end velocities that do not scale with depth.
simulated = []
for depth in DEPTHS:
    model = Substrate(depth, 3 * depth)
    simulated.append(model.surface_flux(20 * depth**2 / D))
    assert close(simulated[-1], ideal_flux(depth), 1e-3)
exponent = np.polyfit(np.log(DEPTHS), np.log(simulated), 1)[0]
assert abs(exponent + 1) < 1e-3

# Finite exchange at both ends, and the local depth exponent it causes.
extra = SURFACE_LENGTH + LAYER_LENGTH


def finite_exchange_simulation(depth):
    model = Substrate(depth, 3 * depth, D / SURFACE_LENGTH, D / LAYER_LENGTH)
    return model.surface_flux(200 * depth**2 / D)


for depth in DEPTHS:
    assert close(finite_exchange_simulation(depth), D * C_LAYER / (depth + extra), 1e-6)
below, above = (finite_exchange_simulation(x) for x in (DEPTH - 1, DEPTH + 1))
local_exponent = np.log(above / below) / np.log((DEPTH + 1) / (DEPTH - 1))
assert abs(local_exponent + DEPTH / (DEPTH + extra)) < 1e-4

# Uniform traps between layer and surface.
trap_fluxes = []
for depth in DEPTHS:
    model = Substrate(depth, 3 * depth, trap_rate=D / TRAP_LENGTH**2)
    formula = D * C_LAYER / (TRAP_LENGTH * np.sinh(depth / TRAP_LENGTH))
    assert close(model.surface_flux(50 * depth**2 / D), formula, 1e-3)
    trap_fluxes.append(formula)

# Emptying of a large and of a small reservoir.
for stored in (N0, 20 * C_LAYER * DEPTH):
    assert close(thick.emitted(dissolution_time(DEPTH, stored)), stored, 2e-3)

# Sudden release of all stored interstitials: peak falls as depth^-2.
peak_factor = 6**1.5 * np.exp(-1.5) / np.sqrt(4 * np.pi)
for depth in (100.0, 200.0):
    free = Substrate(depth, 100 * depth, layer_v=0.0)
    start = np.zeros(len(free.volume))
    start[free.layer] = N0 / free.volume[free.layer]
    times = np.linspace(0.10, 0.25, 151) * depth**2 / D
    fluxes = np.array([free.surface_flux(x, start) for x in times])
    assert close(fluxes.max(), peak_factor * N0 * D / depth**2, 2e-3)
    assert abs(times[fluxes.argmax()] * D / depth**2 - 1 / 6) < 3e-3

# Hopping chain: start next to the layer, end at the surface or the layer.
planes = int(round(DEPTH / PLANE_SPACING))
hops = 0.5 * (np.eye(planes - 1, k=1) + np.eye(planes - 1, k=-1))
to_surface = np.zeros(planes - 1)
to_surface[0] = 0.5
escape = solve(np.eye(planes - 1) - hops, to_surface)[-1]
gross_emission = D * C_LAYER / PLANE_SPACING
assert close(escape, 1 / planes, 1e-8)
assert close(gross_emission * escape, ideal_flux(DEPTH), 1e-8)

per_cm2 = (constants.centi / constants.nano) ** 2
life = dissolution_time(DEPTH, N0)
print(f"Diffusivity D: {D:.3e} nm^2/s")
print(f"Layer excess concentration c_L: {C_LAYER:.3e} nm^-3")
print(f"Stored interstitials N0: {N0:.3f} nm^-2")
print(f"Main depth d: {DEPTH:.1f} nm")
print(f"Ideal flux at main depth: {ideal_flux(DEPTH):.5f} nm^-2 s^-1")
print(f"Same flux converted: {ideal_flux(DEPTH) * per_cm2:.3e} cm^-2 s^-1")
print(f"Fitted depth exponent of simulated flux: {exponent:.5f}")
for depth, flux in zip(DEPTHS, simulated):
    print(f"d = {depth:.0f} nm: ideal flux {ideal_flux(depth):.6f}, "
          f"simulated {flux:.6f} nm^-2 s^-1")
print(f"Plane spacing: {PLANE_SPACING:.2f} nm; planes to surface: {planes}")
print(f"Gross emission towards surface: {gross_emission:.4f} nm^-2 s^-1")
print(f"Escape probability from hopping chain: {escape:.6f}")
print(f"Diffusion time d^2/D: {unit_time * 1e3:.3f} ms")
print(f"Time to 99 percent of steady flux: {time99 * 1e3:.3f} ms")
print(f"Simulated flux fraction at that time: {fraction99:.5f}")
print(f"Delay d^2/(6D): {unit_time / 6 * 1e3:.4f} ms; simulated {delay * 1e3:.4f} ms")
print(f"Deep-side flux at 1 s: {C_LAYER * np.sqrt(D / np.pi):.3e} nm^-2 s^-1")
print(f"Surface exchange length D/s: {SURFACE_LENGTH:.1f} nm")
print(f"Layer exchange length D/kappa: {LAYER_LENGTH:.1f} nm")
print(f"Flux with finite exchange: {D * C_LAYER / (DEPTH + extra):.6f} nm^-2 s^-1")
print(f"Local depth exponent, simulated: {local_exponent:.5f}")
print(f"Local depth exponent, formula: {-DEPTH / (DEPTH + extra):.5f}")
print(f"Trap length lambda: {TRAP_LENGTH:.1f} nm")
for depth, flux in zip(DEPTHS, trap_fluxes):
    print(f"d = {depth:.0f} nm: flux with traps {flux:.6f} nm^-2 s^-1, "
          f"ratio to ideal {flux / ideal_flux(depth):.4f}")
print(f"Reservoir ratio N0/(c_L d): {N0 / (C_LAYER * DEPTH):.1f}")
for depth in DEPTHS:
    print(f"d = {depth:.0f} nm: dissolution time {dissolution_time(depth, N0):.2f} s, "
          f"leading estimate {N0 * depth / (D * C_LAYER):.2f} s")
deep_share = 2 * C_LAYER * np.sqrt(D * life / np.pi) / N0
print(f"Share of N0 lost to deep side, main depth: {100 * deep_share:.3f} percent")
print(f"Diffusion length sqrt(D T), main depth: {np.sqrt(D * life):.0f} nm")
print(f"Sudden release, peak time: {unit_time / 6 * 1e3:.4f} ms")
print(f"Sudden release, peak factor: {peak_factor:.4f} (times N0 D/d^2)")
print(f"Sudden release, peak flux: {peak_factor * N0 * D / DEPTH**2:.2f} nm^-2 s^-1")
print("PASS")
```

It prints:

```
Diffusivity D: 1.000e+06 nm^2/s
Layer excess concentration c_L: 1.000e-06 nm^-3
Stored interstitials N0: 1.000 nm^-2
Main depth d: 100.0 nm
Ideal flux at main depth: 0.01000 nm^-2 s^-1
Same flux converted: 1.000e+12 cm^-2 s^-1
Fitted depth exponent of simulated flux: -0.99983
d = 50 nm: ideal flux 0.020000, simulated 0.019992 nm^-2 s^-1
d = 100 nm: ideal flux 0.010000, simulated 0.009998 nm^-2 s^-1
d = 200 nm: ideal flux 0.005000, simulated 0.005000 nm^-2 s^-1
d = 400 nm: ideal flux 0.002500, simulated 0.002500 nm^-2 s^-1
Plane spacing: 0.25 nm; planes to surface: 400
Gross emission towards surface: 4.0000 nm^-2 s^-1
Escape probability from hopping chain: 0.002500
Diffusion time d^2/D: 10.000 ms
Time to 99 percent of steady flux: 5.368 ms
Simulated flux fraction at that time: 0.98968
Delay d^2/(6D): 1.6667 ms; simulated 1.6724 ms
Deep-side flux at 1 s: 5.642e-04 nm^-2 s^-1
Surface exchange length D/s: 3.0 nm
Layer exchange length D/kappa: 2.0 nm
Flux with finite exchange: 0.009524 nm^-2 s^-1
Local depth exponent, simulated: -0.95238
Local depth exponent, formula: -0.95238
Trap length lambda: 200.0 nm
d = 50 nm: flux with traps 0.019793 nm^-2 s^-1, ratio to ideal 0.9897
d = 100 nm: flux with traps 0.009595 nm^-2 s^-1, ratio to ideal 0.9595
d = 200 nm: flux with traps 0.004255 nm^-2 s^-1, ratio to ideal 0.8509
d = 400 nm: flux with traps 0.001379 nm^-2 s^-1, ratio to ideal 0.5514
Reservoir ratio N0/(c_L d): 10000.0
d = 50 nm: dissolution time 49.60 s, leading estimate 50.00 s
d = 100 nm: dissolution time 98.87 s, leading estimate 100.00 s
d = 200 nm: dissolution time 196.82 s, leading estimate 200.00 s
d = 400 nm: dissolution time 391.02 s, leading estimate 400.00 s
Share of N0 lost to deep side, main depth: 1.122 percent
Diffusion length sqrt(D T), main depth: 9944 nm
Sudden release, peak time: 1.6667 ms
Sudden release, peak factor: 0.9251 (times N0 D/d^2)
Sudden release, peak flux: 92.51 nm^-2 s^-1
PASS
```
